**Long-range tails of atomic Hartree-Fock orbitals: numerical solution against the asymptotic recursion**

For atoms whose subshells are full in each spin channel, the canonical radial orbitals obey $P_H\sim r^{q/\kappa_H}e^{-\kappa_H r}$ and $P_i/P_H\sim A r^{-n}(1+a_1/r+a_2/r^2)$ when the channel contains a shell with $l\ge1$, while a channel of s shells only keeps the own exponents $\kappa_i=\sqrt{-2\varepsilon_i}$. Here H is the highest shell of the channel, $q=Z-N+1$, and $A$, $a_1$, $a_2$ follow from a recursion in the angular coefficients $c$, the radial moments $M^k_{ij}=\int P_ir^kP_j\,dr$ and the gaps $\Delta=\varepsilon_H-\varepsilon_i$, all in Hartree atomic units. The program solves the radial equations for Be, Ne, Mg, Ar and unrestricted N on a finite-element Gauss-Lobatto grid and re-solves the tails beyond 3 bohr for relative accuracy. It asserts the angular coefficients against 3j symbols, the virial ratio, energies of Ne and N against Gaussian-basis Hartree-Fock, the far-field forms of the $k=0$ and $k=1$ exchange potentials, the exponents, the powers $n$, the three-term ratio at 36 bohr, the fall of the Ne 2s error from 18 to 36 bohr, and the node parity of the 1s orbitals of Ne and Ar. It also asserts that removing the off-diagonal exchange from the tail restores the own exponent of Ne 2s. The output shows all Ne orbitals decaying with about 1.30–1.31 per bohr although the own 1s exponent is 8.10, powers 2, 3 and 4 as the selection rules require, own exponents for Be 1s and N 1s$\beta$, and one node of Ar 1s at 1.09 bohr.

## Verification by program

```python
# Result under test (Hartree atomic units). Canonical HF orbitals P_i(r)/r*Y_lm of atoms
# whose subshells are full in each spin channel obey
#   [-P''/2 + l(l+1)/2r^2 - Z/r + J - eps_i] P_i = sum_{j,k} c(li,k,lj) V^k_ij P_j,
#   V^k_ij(r) = int r<^k/r>^(k+1) P_i P_j ds,  M^k_ij = int P_i r^k P_j dr.
# H = top shell of the channel, kappa_i = sqrt(-2 eps_i), q = Z-N+1, beta = q/kappa_H,
# Delta = eps_H - eps_i. Claim: P_H ~ r^beta exp(-kappa_H r); P_i/P_H ~ A r^-n
# (1 + a1/r + a2/r^2) if the channel has l>=1; own exponent kappa_i if it has only s shells.
# Road 1: numerical HF on a finite-element Lobatto grid. Road 2: asymptotic recursion.
import numpy as np
from numpy.polynomial import legendre as lg
from scipy.linalg import eigh, cho_factor, cho_solve
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True

edges = [0, .08, .2, .4, .7, 1.1, 1.6, 2.2, 3.] + list(range(4, 11)) + list(range(12, 45, 2))
deg = 11
Pn = lg.Legendre.basis(deg)
x = np.concatenate(([-1.], np.sort(Pn.deriv().roots().real), [1.]))
px = Pn(x)
wx = 2 / (deg * (deg + 1) * px**2)
D = px[:, None] / px[None, :] / (x[:, None] - x[None, :] + np.eye(deg + 1))
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -deg * (deg + 1) / 4, deg * (deg + 1) / 4
npt = deg * (len(edges) - 1) + 1
r, w, S = np.zeros(npt), np.zeros(npt), np.zeros((npt, npt))
for e in range(len(edges) - 1):
    h = edges[e + 1] - edges[e]
    sl = slice(e * deg, e * deg + deg + 1)
    r[sl] = edges[e] + h * (x + 1) / 2
    w[sl] += wx * h / 2
    S[sl, sl] += (2 / h) * D.T @ (wx[:, None] * D)
r, w, S = r[1:-1], w[1:-1], S[1:-1, 1:-1]
sw, Rbox = np.sqrt(w), edges[-1]
T = [0.5 * S / np.outer(sw, sw) + np.diag(k * (k + 1) / (2 * r**2)) for k in range(3)]
G = []   # kernel r<^k/r>^(k+1) from the radial Poisson equation
for k in range(3):
    Ti = cho_solve(cho_factor(T[k]), np.eye(len(r)))
    G.append((k + .5) * (Ti + Ti.T) / 2 / np.outer(r * sw, r * sw)
             + np.outer(r, r)**k / Rbox**(2 * k + 1))
at = lambda R: int(np.argmin(abs(r - R)))
tail = r > 3 + 1e-9

xg, wg = lg.leggauss(8)
LB = lg.Legendre.basis
coef = {}
for a in range(2):
    for b in range(2):
        for k in range(abs(a - b), a + b + 1, 2):
            coef[a, k, b] = (2 * b + 1) * 0.5 * np.sum(wg * LB(a)(xg) * LB(k)(xg) * LB(b)(xg))
            assert abs(coef[a, k, b] - (2 * b + 1) * float(wigner_3j(a, k, b, 0, 0, 0))**2) < 1e-13
ks = lambda a, b: range(abs(a - b), a + b + 1, 2)

def solve_atom(Z, chans):
    wt = 2 // len(chans)
    keys = [(s, l) for s, ch in enumerate(chans) for l in ch]
    low = lambda F, n: eigh(F, subset_by_index=[0, n - 1])
    guess = -((Z - 1) / (0.7 * (Z - 1)**.4 * np.expm1(r / 0.7) + 1) + 1) / r
    C = {(s, l): low(T[l] + np.diag(guess), chans[s][l])[1] for s, l in keys}
    hartree = lambda: G[0] @ sum(wt * (2 * l + 1) * (C[s, l]**2).sum(1) for s, l in keys)
    Fs, Es = [], []
    for it in range(80):
        J = hartree()
        F = np.array([T[l] + np.diag(J - Z / r) - sum(
            coef[l, k, lj] * G[k] * (C[s, lj] @ C[s, lj].T)
            for lj in chans[s] for k in ks(l, lj)) for s, l in keys])
        err = [(F[n] @ C[key]) @ C[key].T for n, key in enumerate(keys)]
        err = np.array([m - m.T for m in err]).ravel()
        if abs(err).max() < 2e-8:
            break
        Fs, Es = (Fs + [F])[-6:], (Es + [err])[-6:]
        B = np.array([[u @ v for v in Es] for u in Es])
        d = 1 / np.sqrt(np.diag(B))
        cf = d * np.linalg.lstsq(B * np.outer(d, d), d, rcond=1e-12)[0]
        Fx = sum(c * f for c, f in zip(cf / cf.sum(), Fs))
        C = {key: low(Fx[n], chans[key[0]][key[1]])[1] for n, key in enumerate(keys)}
    assert abs(err).max() < 2e-8
    orbs, E, Ekin = [[] for _ in chans], 0.0, 0.0
    for n, (s, l) in enumerate(keys):
        eps, C[s, l] = low(F[n], chans[s][l])
        for m, ev in enumerate(eps):
            c = C[s, l][:, m] * np.sign(C[s, l][5, m])
            t = c @ T[l] @ c
            Ekin += wt * (2 * l + 1) * t
            E += wt * (2 * l + 1) * 0.5 * (t - Z * np.sum(c * c / r) + ev)
            orbs[s].append(dict(l=l, eps=ev, c=c, name=f"{m + l + 1}{'sp'[l]}"))
    assert abs(Ekin / E + 1) < 1e-6
    for ch in orbs:
        ch.sort(key=lambda o: o["eps"])
    return orbs, E, hartree() - Z / r

def refine(ch, U, coupled=True):
    # banded re-solution of the HF equations for r>3: relative accuracy in the tails
    n = len(ch)
    V = {(i, j, k): G[k] @ (ch[i]["c"] * ch[j]["c"]) for i in range(n) for j in range(n)
         for k in ks(ch[i]["l"], ch[j]["l"])}
    c, fac = [np.where(tail, 0.0, o["c"]) for o in ch], []
    for i, o in enumerate(ch):
        l = o["l"]
        H = T[l] + np.diag(U - o["eps"] - sum(coef[l, k, l] * V[i, i, k] for k in ks(l, l)))
        fac.append((cho_factor(H[np.ix_(tail, tail)]), -H[np.ix_(tail, ~tail)] @ o["c"][~tail]))
    for sweep in range(30):
        old = np.array([[v[at(5)], v[at(36)]] for v in c])
        for i in reversed(range(n)):
            src = sum(coef[ch[i]["l"], k, ch[j]["l"]] * V[a, j, k] * c[j]
                      for (a, j, k) in V if a == i and j != i) * np.ones(len(r))
            c[i][tail] = cho_solve(fac[i][0], fac[i][1] + coupled * src[tail])
    new = np.array([[v[at(5)], v[at(36)]] for v in c])
    assert np.all(abs(new - old) <= 1e-10 * abs(new))
    if coupled:
        assert max(abs(v - o["c"]).max() for v, o in zip(c, ch)) < 1e-6
    return [v / sw for v in c], V

moment = lambda a, b, k: np.sum(a["c"] * b["c"] * r**k)
def series(ch, q):
    Hs = ch[-1]
    kap = np.sqrt(-2 * Hs["eps"])
    A = np.zeros((len(ch), 8))
    A[-1, 0] = 1
    for n in range(2, 8):
        for i, o in enumerate(ch[:-1]):
            s = sum(coef[o["l"], k, p["l"]] * moment(o, p, k) * A[j, n - k - 1]
                    for j, p in enumerate(ch) if j != i
                    for k in ks(o["l"], p["l"]) if 1 <= k <= n - 1)
            dl = (o["l"] * (o["l"] + 1) - Hs["l"] * (Hs["l"] + 1)) / 2
            s += (n - 1) * kap * A[i, n - 1] \
                - ((n - 2) * q / kap - (n - 2) * (n - 1) / 2 + dl) * A[i, n - 2]
            A[i, n] = s / (Hs["eps"] - o["eps"])
    return A
# decay rate between r1 and r2 after removing the power r^p
rate = lambda P, r1, r2, p: (np.log(abs(P[at(r1)] / P[at(r2)])) + p * np.log(r2 / r1)) / (r2 - r1)

atoms = {"Be": (4, [{0: 2}]), "N": (7, [{0: 2, 1: 1}, {0: 2}]), "Ne": (10, [{0: 2, 1: 1}]),
         "Mg": (12, [{0: 3, 1: 1}]), "Ar": (18, [{0: 3, 1: 2}])}
own_window = {"Be": (6, 8), "N": (4, 5)}
q, res, table = 1, {}, []
print(f"grid: {len(r)} points, box {Rbox} bohr, q = {q}")
print("orbital: eps/Eh, own kappa, measured kappa (1/bohr) [window/bohr]")
for name, (Z, chans) in atoms.items():
    orbs, E, U = solve_atom(Z, chans)
    print(f"{name}: E = {E:.6f} Eh")
    res[name] = (orbs, E, U, [])
    for s, ch in enumerate(orbs):
        P, V = refine(ch, U)
        A = series(ch, q)
        res[name][3].append((P, V, A))
        kH, lH = np.sqrt(-2 * ch[-1]["eps"]), ch[-1]["l"]
        s_only = all(o["l"] == 0 for o in ch)
        for i, o in enumerate(ch):
            tag = f"{name} {o['name']}" + ("ab"[s] if len(orbs) > 1 else "")
            ki, win = np.sqrt(-2 * o["eps"]), (34, 36)
            if i == len(ch) - 1:
                km = rate(P[i], *win, q / kH)
                assert abs(km - kH) < 2e-3
            elif s_only:
                win = own_window[name]
                km = rate(P[i], *win, q / ki)
                assert abs(km - ki) < 5e-3
            else:
                n = abs(o["l"] - lH) + 1 if o["l"] != lH else (3 if lH else 4)
                assert np.nonzero(A[i])[0][0] == n
                km = rate(P[i], *win, q / kH - n)
                assert abs(km - kH) < 6e-3
                f = P[i] / P[-1]
                nm = np.log(f[at(30)] / f[at(36)]) / np.log(36 / 30)
                assert abs(nm - n) < 0.3
                e1 = f[at(36)] / (A[i, n] / 36**n) - 1
                e3 = f[at(36)] / sum(A[i, m] / 36**m for m in range(n, n + 3)) - 1
                assert abs(e3) < 1.5e-2 and abs(e3) < 0.5 * abs(e1)
                table.append(f" {tag}: n={n} ({nm:.2f}) A={A[i, n]:.4e} a1={A[i, n+1]/A[i, n]:.3f}"
                             f" a2={A[i, n+2]/A[i, n]:.3f} f={f[at(36)]:.4e} {e1:.1e} {e3:.1e}")
            print(f" {tag}: {o['eps']:.5f} {ki:.4f} {km:.4f} [{win[0]},{win[1]}]")
print("f=P_i/P_H at 36 bohr: n (measured 30-36), A/bohr^n, a1/bohr, a2/bohr^2, f, err 1-, 3-term")
print("\n".join(table))

basis = [[0, [0.02 * 2.0**i, 1.0]] for i in range(27)] + [[1, [0.02 * 2.0**i, 1.0]] for i in range(18)]
for name, spin in (("Ne", 0), ("N", 3)):
    mol = gto.M(atom=f"{name} 0 0 0", basis={name: basis}, spin=spin, verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    Eg = mf.kernel()
    mo = np.atleast_2d(mf.mo_energy)
    de = max(abs(mo[s][i] - o["eps"]) for s, ch in enumerate(res[name][0]) for i, o in enumerate(ch))
    assert mf.converged and -1e-6 < Eg - res[name][1] < 1e-3 and de < 5e-4
    print(f"{name} Gaussian 27s18p: E = {Eg:.6f} Eh, max eps deviation {de:.1e} Eh")

(be,), (Pb, Vb, _) = res["Be"][0], res["Be"][3][0]
rho, out = Pb[0] * Pb[1], r > 5 + 1e-9
k1, k2 = (np.sqrt(-2 * o["eps"]) for o in be)
quad = -np.sum((w * rho * (1 / 5 - 1 / r))[out])
asym = -rho[at(5)] / (5 * (k1 + k2))**2 * (1 + 2 * (q / k1 + q / k2 - 1) / (5 * (k1 + k2)))
v0 = Vb[0, 1, 0][at(5)]
assert abs(v0 / quad - 1) < 1e-3 and abs(v0 / asym - 1) < 3e-2
print(f"Be V0(1s,2s) at 5 bohr: Poisson {v0:.4e}, outer {quad:.4e}, asympt {asym:.4e} Eh")

(ne,), (P, V, A) = res["Ne"][0], res["Ne"][3][0]
kH = np.sqrt(-2 * ne[2]["eps"])
eV = physical_constants["Hartree energy in eV"][0]
print(f"Ne eps_2p = {ne[2]['eps'] * eV:.3f} eV, beta = {q / kH:.4f}, c(s,1,p) = {coef[0, 1, 1]:.4f}")
print(f"c(p,1,s) = {coef[1, 1, 0]:.4f}, c(p,2,p) = {coef[1, 2, 1]:.4f}")
for i in (0, 1):
    M = moment(ne[i], ne[2], 1)
    assert abs(V[i, 2, 1][at(20)] * 400 / M - 1) < 1e-7
    print(f"Ne {ne[i]['name']}: M1 = {M:.5f} bohr, Delta = {ne[2]['eps'] - ne[i]['eps']:.5f} Eh")
err = {R: P[1][at(R)] / P[2][at(R)] / sum(A[1, m] / R**m for m in (2, 3, 4)) - 1 for R in (18, 36)}
assert 5 < err[18] / err[36] < 20
print(f"Ne 2s 3-term error: {err[18]:.2e} at 18 bohr, {err[36]:.2e} at 36 bohr")
print("Ne |P| at 36 bohr (bohr^-1/2): " + " ".join(f"{abs(p[at(36)]):.3e}" for p in P))
for a, b in ((.2, .4), (.7, 1.1), (1.6, 2.2), (3, 4), (34, 36)):
    print(f"Ne 1s raw -dlnP/dr on [{a},{b}] bohr: {rate(P[0], a, b, 0):.3f} 1/bohr")
print(f"Ne 1s norm beyond 2.2 bohr: {np.sum((w * P[0]**2)[r > 2.2 + 1e-9]):.2e}")
P0, _ = refine(ne, res["Ne"][2], coupled=False)
k2s = np.sqrt(-2 * ne[1]["eps"])
kc = rate(P0[1], 18, 20, q / k2s)
assert abs(kc - k2s) < 3e-3
print(f"control, no j!=i exchange in tail: Ne 2s kappa = {kc:.4f} 1/bohr [18,20]")
for name, parity in (("Ne", 0), ("Ar", 1)):
    Pa, _, Aa = res[name][3][0]
    p1 = Pa[0][:at(36) + 1]
    flips = np.nonzero(p1[1:] * p1[:-1] < 0)[0]
    assert (Aa[0, 2] * Pa[-1][at(36)] < 0) == bool(parity) and len(flips) % 2 == parity
    pos = [r[n] - p1[n] * (r[n + 1] - r[n]) / (p1[n + 1] - p1[n]) for n in flips]
    print(f"{name} 1s nodes: {len(flips)} at r/bohr = " + " ".join(f"{v:.2f}" for v in pos))
print("tests ok")
```

Printed output:

```
grid: 351 points, box 44 bohr, q = 1
orbital: eps/Eh, own kappa, measured kappa (1/bohr) [window/bohr]
Be: E = -14.573023 Eh
 Be 1s: -4.73267 3.0766 3.0773 [6,8]
 Be 2s: -0.30927 0.7865 0.7863 [34,36]
N: E = -54.404548 Eh
 N 1sa: -15.67067 5.5983 1.0695 [34,36]
 N 2sa: -1.16297 1.5251 1.0736 [34,36]
 N 2pa: -0.57092 1.0686 1.0693 [34,36]
 N 1sb: -15.58098 5.5823 5.5829 [4,5]
 N 2sb: -0.72580 1.2048 1.2049 [34,36]
Ne: E = -128.547097 Eh
 Ne 1s: -32.77244 8.0960 1.3049 [34,36]
 Ne 2s: -1.93039 1.9649 1.3073 [34,36]
 Ne 2p: -0.85041 1.3042 1.3048 [34,36]
Mg: E = -199.614636 Eh
 Mg 1s: -49.03174 9.9027 0.7117 [34,36]
 Mg 2s: -3.76772 2.7451 0.7124 [34,36]
 Mg 2p: -2.28223 2.1365 0.7117 [34,36]
 Mg 3s: -0.25305 0.7114 0.7111 [34,36]
Ar: E = -526.817513 Eh
 Ar 1s: -118.61035 15.4020 1.0880 [34,36]
 Ar 2s: -12.32215 4.9643 1.0881 [34,36]
 Ar 2p: -9.57147 4.3753 1.0898 [34,36]
 Ar 3s: -1.27735 1.5983 1.0915 [34,36]
 Ar 3p: -0.59102 1.0872 1.0880 [34,36]
f=P_i/P_H at 36 bohr: n (measured 30-36), A/bohr^n, a1/bohr, a2/bohr^2, f, err 1-, 3-term
 N 1sa: n=2 (2.00) A=8.2553e-03 a1=0.142 a2=0.171 f=6.3957e-06 4.1e-03 3.1e-06
 N 2sa: n=2 (2.17) A=-2.2178e+00 a1=3.610 a2=23.141 f=-1.9242e-03 1.2e-01 5.6e-03
 Ne 1s: n=2 (2.00) A=2.7577e-03 a1=0.082 a2=0.087 f=2.1328e-06 2.3e-03 1.4e-06
 Ne 2s: n=2 (2.09) A=-8.3605e-01 a1=2.415 a2=11.033 f=-6.9501e-04 7.7e-02 1.7e-03
 Mg 1s: n=4 (4.02) A=5.7627e-05 a1=0.760 a2=0.483 f=3.5047e-11 2.1e-02 1.4e-05
 Mg 2s: n=4 (4.05) A=-6.6347e-03 a1=1.511 a2=3.112 f=-4.1261e-09 4.5e-02 1.6e-04
 Mg 2p: n=2 (2.02) A=3.4494e-02 a1=0.701 a2=0.338 f=2.7141e-05 2.0e-02 1.1e-05
 Ar 1s: n=2 (2.00) A=1.2306e-04 a1=0.018 a2=0.019 f=9.5005e-08 5.3e-04 -4.0e-07
 Ar 2s: n=2 (2.01) A=8.4298e-03 a1=0.185 a2=0.236 f=6.5392e-06 5.3e-03 4.8e-06
 Ar 2p: n=3 (3.07) A=-5.3864e-03 a1=1.878 a2=6.004 f=-1.2211e-07 5.8e-02 8.4e-04
 Ar 3s: n=2 (2.14) A=-2.1764e+00 a1=3.168 a2=18.204 f=-1.8575e-03 1.1e-01 3.7e-03
Ne Gaussian 27s18p: E = -128.547095 Eh, max eps deviation 4.9e-07 Eh
N Gaussian 27s18p: E = -54.404548 Eh, max eps deviation 1.0e-07 Eh
Be V0(1s,2s) at 5 bohr: Poisson 2.1212e-09, outer 2.1212e-09, asympt 2.1159e-09 Eh
Ne eps_2p = -23.141 eV, beta = 0.7668, c(s,1,p) = 1.0000
c(p,1,s) = 0.3333, c(p,2,p) = 0.4000
Ne 1s: M1 = 0.08803 bohr, Delta = 31.92203 Eh
Ne 2s: M1 = -0.90291 bohr, Delta = 1.07998 Eh
Ne 2s 3-term error: 2.27e-02 at 18 bohr, 1.65e-03 at 36 bohr
Ne |P| at 36 bohr (bohr^-1/2): 2.647e-25 8.625e-23 1.241e-19
Ne 1s raw -dlnP/dr on [0.2,0.4] bohr: 5.902 1/bohr
Ne 1s raw -dlnP/dr on [0.7,1.1] bohr: 6.591 1/bohr
Ne 1s raw -dlnP/dr on [1.6,2.2] bohr: 2.262 1/bohr
Ne 1s raw -dlnP/dr on [3,4] bohr: 1.723 1/bohr
Ne 1s raw -dlnP/dr on [34,36] bohr: 1.340 1/bohr
Ne 1s norm beyond 2.2 bohr: 6.73e-09
control, no j!=i exchange in tail: Ne 2s kappa = 1.9651 1/bohr [18,20]
Ne 1s nodes: 0 at r/bohr = 
Ar 1s nodes: 1 at r/bohr = 1.09
tests ok
```
